# Current-Induced Forces from the Adiabatic Expansion of the Scattering Matrix, part 2

Electrons passing between leads exert forces on slow classical coordinates $X_\nu$. The question is why a bias deprives the position-dependent mean force of a potential. In the example, two sites sit between leads whose chemical potentials differ by 20 meV, and the electrons do on average 0.72 meV of work when the coordinates are carried slowly once around a circle of radius 2 pm.

The electrons are non-interacting and spinless. The levels have Hamiltonian $h(X)$, with $\partial_\nu=\partial/\partial X_\nu$ and $\Lambda_\nu=\partial_\nu h$. Their coupling to the leads, $W$ (channels by levels), is independent of energy $\varepsilon$ and of $X$. The retarded Green function is $G=(\varepsilon-h+i\pi W^\dagger W)^{-1}$ and obeys

$$
G^\dagger-G=2\pi i\,G^\dagger W^\dagger WG .\tag{17}
$$

The frozen scattering matrix $S=1-2\pi iWGW^\dagger$ is unitary. The Hermitian force matrix $K_\nu=WG^\dagger\Lambda_\nu GW^\dagger$ gives $Y_\nu=S^\dagger\partial_\nu S=-2\pi iK_\nu$. Lead $\alpha$ has Fermi function $f_\alpha$ and channel projector $\Pi_\alpha$, and $f=\sum_\alpha f_\alpha\Pi_\alpha$.

The force operator is $-d^\dagger\Lambda_\nu d$, where $d$ annihilates electrons on the levels. Its mean at rest is

$$
F_\nu=\int\frac{d\varepsilon}{2\pi i}\,\mathrm{Tr}\left[f\,S^\dagger\partial_\nu S\right].\tag{20}
$$

The mean force linear in velocity is $-\sum_{\nu'}\gamma_{\nu\nu'}\dot X_{\nu'}$, with

$$
z_{\nu\nu'}=\mathrm{Tr}\left[f\,WG^\dagger\Lambda_\nu G^2\Lambda_{\nu'}GW^\dagger\right],\tag{21}
$$

$$
\gamma_{\nu\nu'}=2\hbar\int d\varepsilon\,\mathrm{Im}\,z_{\nu\nu'} .\tag{22}
$$

Subscripts or superscripts $s$ and $a$ denote half the sum and half the difference of an expression and its counterpart with $\nu$ and $\nu'$ exchanged. $\gamma^s$ is the friction matrix; $\gamma^a$ gives the Berry force, which does no work.

The force fluctuations have the symmetrized correlation $D_{\nu\nu'}\delta(t-t')$, with

$$
D_{\nu\nu'}=2\pi\hbar\int d\varepsilon\sum_{nm}f_n(1-f_m)\left\{[K_\nu]_{nm}[K_{\nu'}]_{mn}\right\}_s .\tag{30}
$$

For motion at angular frequency $\omega$ and level width $\Gamma$, the adiabatic expansion requires small $\hbar\omega/\Gamma$ and $\hbar|\dot X\cdot\Lambda|/\Gamma^2$. White noise is ensured by also having $\hbar\omega\ll k_BT$.

### Equilibrium as a limiting case

Let all $f_\alpha$ be equal. The spectral matrix $\rho=GW^\dagger WG^\dagger$ is Hermitian and equals $(G^\dagger-G)/(2\pi i)$, by the argument that led to (17) with $G$ and $G^\dagger$ in the other order. With $R=(G+G^\dagger)/2$ we have $G=R-i\pi\rho$ and $G^2=-\partial_\varepsilon G=-R'+i\pi\rho'$, where a prime on $R$ or $\rho$ means $\partial_\varepsilon$. Cyclic permutation in (21) gives

$$
z_{\nu\nu'}=f\,\mathrm{Tr}[\rho\Lambda_\nu G^2\Lambda_{\nu'}]=f\left\{-\mathrm{Tr}[\rho\Lambda_\nu R'\Lambda_{\nu'}]+i\pi\,\mathrm{Tr}[\rho\Lambda_\nu\rho'\Lambda_{\nu'}]\right\}.\tag{32}
$$

Complex conjugation of either trace exchanges $\nu$ and $\nu'$, so the symmetric parts are real and the antisymmetric parts imaginary. The friction comes from the second trace. Its symmetric part is $\frac12\partial_\varepsilon\mathrm{Tr}[\rho\Lambda_\nu\rho\Lambda_{\nu'}]$, and integration by parts gives

$$
\gamma^s_{\nu\nu'}=\pi\hbar\int d\varepsilon\,(-\partial_\varepsilon f)\,\mathrm{Tr}[\rho\Lambda_\nu\rho\Lambda_{\nu'}].\tag{33}
$$

In (30) the sum over channels becomes the same trace: $\mathrm{Tr}[K_\nu K_{\nu'}]=\mathrm{Tr}[\rho\Lambda_\nu\rho\Lambda_{\nu'}]$. Because $f(1-f)=-k_BT\,\partial_\varepsilon f$,

$$
D_{\nu\nu'}=2k_BT\,\gamma^s_{\nu\nu'} ,\tag{34}
$$

the fluctuation-dissipation relation. The antisymmetric part of (32) leaves $\gamma^a_{\nu\nu'}=-2\hbar\int d\varepsilon\,f\,\mathrm{Im}\,\mathrm{Tr}[\rho\Lambda_\nu R'\Lambda_{\nu'}]_a$. If time reversal allows $h$ and $W^\dagger W$ to be real for all $X$, then $\rho$ and $R$ are real and the equilibrium Berry force vanishes. A magnetic field can remove this reason for its absence.

### Why bias produces a curl

Differentiate (20). The terms with $S^\dagger\partial_\nu\partial_{\nu'}S$ cancel in the difference:

$$
\partial_\nu F_{\nu'}-\partial_{\nu'}F_\nu=\int\frac{d\varepsilon}{2\pi i}\mathrm{Tr}\left[f(\partial_\nu S^\dagger\partial_{\nu'}S-\partial_{\nu'}S^\dagger\partial_\nu S)\right].\tag{35}
$$

Insert $SS^\dagger=1$ between the derivatives. Since $(\partial_\nu S^\dagger)S=Y_\nu^\dagger=-Y_\nu$, the bracket is $-[Y_\nu,Y_{\nu'}]$. If $f$ is the same for all channels, it leaves the trace as a factor, and the trace of a commutator of finite matrices is zero. The curl then vanishes at each energy separately.

For two leads $L$ and $R$ write $f=f_R+(f_L-f_R)\Pi_L$. The first part drops out for the reason just given. With $Y_\nu=-2\pi iK_\nu$, so that $-[Y_1,Y_2]=4\pi^2[K_1,K_2]$, the rest is

$$
\mathcal C\equiv\partial_1F_2-\partial_2F_1=\frac{2\pi}{i}\int d\varepsilon\,(f_L-f_R)\,\mathrm{Tr}\{\Pi_L[K_1,K_2]\}.\tag{36}
$$

In this trace the products of two $LL$ blocks cancel. What remains is $\mathrm{Tr}[K_1^{LR}K_2^{RL}]$ minus its complex conjugate, because $K_\nu^{RL}=(K_\nu^{LR})^\dagger$. Hence

$$
\mathcal C=4\pi\int d\varepsilon\,(f_L-f_R)\,\mathrm{Im}\,\mathrm{Tr}\left[K_1^{LR}(K_2^{LR})^\dagger\right].\tag{37}
$$

The curl needs unequal occupations, and it needs the two force matrices to connect left-incoming with right-incoming states with different phases. With one level, $K_\nu$ is a real number $\Lambda_\nu$ times a common matrix, the trace in (37) is real, and there is no curl. Bias thus permits a curl without forcing one. An explicit case shows that it does occur.

### Two levels in closed form

Take

$$
h=\varepsilon_0+\lambda X_1\sigma_z+(\tau+\lambda X_2)\sigma_x,\qquad W=\sqrt{\Gamma/2\pi}\;\mathbb 1,\tag{38}
$$

so that site 1 is coupled to the left lead and site 2 to the right lead, each with full width $\Gamma$. At $X=0$ let $a=\varepsilon-\varepsilon_0+i\Gamma/2$ and $q=a^2-\tau^2$. Then $G=(a-\tau\sigma_x)^{-1}=g_0+g_1\sigma_x$ with $g_0=a/q$ and $g_1=\tau/q$. The off-diagonal force elements are

$$
\begin{aligned}
K_1^{LR}&=\frac{\lambda\Gamma}{2\pi}(g_0^*g_1-g_1^*g_0)=-\frac{\lambda\Gamma}{2\pi}\,\frac{i\tau\Gamma}{|q|^2},\\
K_2^{LR}&=\frac{\lambda\Gamma}{2\pi}(|g_0|^2+|g_1|^2)=\frac{\lambda\Gamma}{2\pi}\,\frac{|a|^2+\tau^2}{|q|^2}.
\end{aligned}\tag{39}
$$

One is imaginary and the other real: their phases differ by a quarter turn. Equation (37) gives

$$
\mathcal C=-\frac{\lambda^2\Gamma^3\tau}{\pi}\int d\varepsilon\,(f_L-f_R)\frac{|a|^2+\tau^2}{|q|^4}.\tag{40}
$$

For $\tau\ne0$ and $\mu_L>\mu_R$ at a common temperature, the integrand has one sign, so the curl is nonzero. This establishes the claim. Exchanging the chemical potentials reverses its sign.

For $\tau=-\Gamma/2$ and $x=\varepsilon-\varepsilon_0$ one finds $|q|^2=(x^2-\Gamma^2/2)^2+x^2\Gamma^2=x^4+\Gamma^4/4$ and $|a|^2+\tau^2=x^2+\Gamma^2/2$. The fraction in (40) at $x=0$ is $(\Gamma^2/2)/(\Gamma^8/16)=8/\Gamma^6$. At low temperature and small bias around $\varepsilon_0$,

$$
\mathcal C\simeq\frac{4\lambda^2}{\pi\Gamma^2}(\mu_L-\mu_R).\tag{41}
$$

The Berry coefficient follows from (22). The part with $f_R$ in all channels vanishes by time reversal. In the rest, write $G^2=p+p_1\sigma_x$ with $p=g_0^2+g_1^2=(a^2+\tau^2)/q^2$. The $p_1$ terms cancel in $\sigma_zG^2\sigma_x-\sigma_xG^2\sigma_z=2ip\,\sigma_y$. The $LL$ element of $G^\dagger\sigma_yG$ is $i(g_1^*g_0-g_0^*g_1)=-\tau\Gamma/|q|^2$. With the factor $\frac12$ of the antisymmetric part and $\Gamma/2\pi$ from $W$,

$$
\gamma^a_{12}=-\frac{\hbar\lambda^2\Gamma^2\tau}{\pi}\int d\varepsilon\,(f_L-f_R)\frac{\mathrm{Re}\,[(a^2+\tau^2)/q^2]}{|q|^2}.\tag{42}
$$

### Numbers

The parameters are round model values: $\Gamma=20$ meV, $\tau=-10$ meV, $\varepsilon_0=5$ meV, $\lambda=1$ eV/nm (160.2 pN), $T=30$ K ($k_BT=2.585$ meV), and $\mu_{L,R}=\pm10$ meV. "Equilibrium" means both chemical potentials at zero with all else fixed. All coefficients are taken at $X=0$.

The mean force changes from $(0,-69.5)$ pN in equilibrium to $(-11.4,-54.3)$ pN under bias. Since $F_1=-\lambda(n_1-n_2)$, the bias has put $11.4/160.2=0.07$ more electrons on the left site than on the right.

The curl is 9.31 N/m; finite differences of the force give the same value. For the estimate (41), $4\lambda^2/(\pi\Gamma^2)=3.183\times10^{21}\ \mathrm{m^{-2}}$, and 20 meV is $3.204\times10^{-21}$ J, so $\mathcal C\simeq10.2$ N/m. The full value is lower partly because the bias window is neither narrow nor centred on $\varepsilon_0$: at zero temperature it runs from $x=-15$ to $5$ meV. At five equally spaced points the fraction in (40), relative to $x=0$, is 0.41, 0.96, 1.09, 1 and 1.09. Simpson's rule gives the average $(0.41+3.84+2.18+4+1.09)/12=0.96$, or 9.8 N/m. The remaining reduction is thermal.

| Quantity | Equilibrium | Bias |
|---|---|---|
| $\gamma^s_{11}$ ($10^{-15}$ kg/s) | 154 | 117 |
| $\gamma^s_{22}$ ($10^{-15}$ kg/s) | 251 | 231 |
| $\gamma^a_{12}$ ($10^{-15}$ kg/s) | 0 | −109 |
| $D_{11}$ ($10^{-34}$ N² s) | 1.28 | 4.25 |
| $D_{22}$ ($10^{-34}$ N² s) | 2.08 | 6.67 |

The equilibrium column obeys (34). Under bias the noise more than triples while the friction falls. The ratio $D_{\nu\nu}/(2k_B\gamma^s_{\nu\nu})$ becomes 131 K for $X_1$ and 104 K for $X_2$, so no single effective temperature describes both.

These results were tested without scattering formulas. Each lead was replaced by 800 equally spaced states in a band of $\pm80\Gamma$, and the sites were propagated in time. Coordinates passing $X=0$ at $\pm0.02\,\Gamma^2/(\hbar\lambda)$ gave the velocity coefficients; frozen coordinates gave the force and, from its time correlation, the noise. Relative to the largest component of each quantity, the deviations were 0.6% for the force, 0.8% for $\gamma$ and 0.1% for $D$. The Berry coefficient alone agreed to 0.5%.

### Work on a closed path

On the counter-clockwise circle $X=r(\cos\omega t,\sin\omega t)$, Green's theorem gives the work $\pi r^2\mathcal C$ for small $r$. The friction loss is $\int dt\,\dot X\gamma^s\dot X$. The squares of sine and cosine average to one half and their product to zero, so the net gain per turn is

$$
\mathcal W=\pi r^2\left(\mathcal C-\omega\,\mathrm{Tr}\,\gamma^s\right).\tag{43}
$$

For $r=2$ pm the first term is $1.257\times10^{-23}\ \mathrm{m^2}\times9.31\ \mathrm{N/m}=0.730$ meV. The line integral of the force gives 0.721 meV, the opening figure; the difference reflects the variation of the curl over the disc. At $\omega=10^{12}\ \mathrm{s^{-1}}$ the loss is 0.027 meV. The adiabatic ratios are then $\hbar\omega/\Gamma=0.033$ and $\hbar\lambda r\omega/\Gamma^2=0.003$. For white noise the ratio is $\hbar\omega/k_BT=0.25$. It enters at second order: in equilibrium the symmetrized noise at frequency $\omega$ carries roughly the factor $y\coth y$ with $y=\hbar\omega/2k_BT$, here 1.005. All these figures are means. The noise adds to the work of a single turn a variance $\int dt\,\dot XD\dot X=\pi r^2\omega\,\mathrm{Tr}\,D$, which at this frequency is a scatter of 0.73 meV, as large as the mean; the gain shows only over many turns or for slower motion.

The Berry force on this orbit points outward and measures $1.09\times10^{-13}\ \mathrm{kg/s}\times2\ \mathrm{m/s}=0.22$ pN. It bends the path but does no work. Formally, (43) vanishes at $\omega=\mathcal C/\mathrm{Tr}\,\gamma^s=2.7\times10^{13}\ \mathrm{s^{-1}}$. There $\hbar\omega$ is about $0.9\,\Gamma$, where the expansion no longer applies, so this is not a prediction of where the gain ends.

Whether the coordinates follow such an orbit by themselves depends on the elastic forces. For equal masses $M$, linearize about a stationary point and use the axes in which the symmetric stiffness is diagonal, with values $k_1$ and $k_2$. These include the symmetric part of $-\partial_{\nu'}F_\nu$ as well as the elastic stiffness, and $\mathcal C$ is the curl at the stationary point. Without velocity forces,

$$
M\ddot X_1=-k_1X_1-\tfrac12\mathcal CX_2,\qquad M\ddot X_2=-k_2X_2+\tfrac12\mathcal CX_1 .\tag{44}
$$

For $X\propto e^{-i\Omega t}$ this requires $(k_1-M\Omega^2)(k_2-M\Omega^2)+\mathcal C^2/4=0$, or

$$
M\Omega^2=\frac{k_1+k_2}2\pm\frac12\sqrt{(k_1-k_2)^2-\mathcal C^2}.\tag{45}
$$

If $|k_1-k_2|<|\mathcal C|$, the frequencies are complex and one oscillation grows. Two modes of nearly equal stiffness can therefore be driven by the current. The velocity forces change this condition. For equal stiffness $k$ and equal friction $\gamma$ on both coordinates, $Z=X_1+iX_2$ obeys $M\ddot Z=-(k-\tfrac i2\mathcal C)Z-(\gamma-i\gamma^a_{12})\dot Z$. At the threshold of growth $\Omega$ is real; the imaginary part then gives $\Omega=-\mathcal C/(2\gamma)$ and the real part $M\Omega^2=k-\gamma^a_{12}\Omega$. Without the Berry force, growth therefore needs $|\mathcal C|>2\gamma\sqrt{k/M}$, and the Berry force shifts this value. What happens at large amplitude lies outside this linear treatment.

### The model beside real junctions

The natural comparison is a molecule or a short atomic chain between metal electrodes. As rough figures, level widths there range from a few meV to about 1 eV, and couplings to a bond length from several to some tens of eV/nm, so the value of $\lambda$ used here is on the low side. Molecular vibrations commonly have $\hbar\omega$ of 10 meV or more, against 0.66 meV in the example; with $\Gamma=20$ meV they would not be adiabatic. The 2 pm circle must also be read as an imposed path: at $\omega=10^{12}\ \mathrm{s^{-1}}$ a mass of 100 u has a zero-point amplitude $\sqrt{\hbar/2M\omega}$ of 18 pm and a thermal amplitude $\sqrt{k_BT/M\omega^2}$ of 50 pm at 30 K, beyond the length $\Gamma/\lambda=20$ pm within which the forces are linear in $X$. Free motion of the kind described by (44) needs much heavier or stiffer coordinates. A strongly coupled contact with $\Gamma=1$ eV would satisfy that condition for $\hbar\omega$ up to about 0.1 eV, but the white-noise condition $\hbar\omega\ll k_BT$ would still not be well met, since $k_BT$ is 26 meV at room temperature. For $\lambda=10$ eV/nm, a bias of 0.1 V and $\tau=-\Gamma/2$, equation (41) then gives about 2 N/m. Another assumption that can fail is that electrons do not interact. With spin restored and an on-site charging energy of, say, 0.5 eV, the imbalance of 0.07 electrons found above would shift the two site energies relative to each other by some 35 meV in mean field, before the occupations readjust. This is more than $\Gamma$. When the occupations readjust in a self-consistent Hartree treatment, the shift falls to about 4 meV, but the same screening weakens the response to $X_1$ and the curl per spin falls to about 1 N/m. Mean field is itself doubtful for a charging energy so much larger than $\Gamma$. The curl of the narrow-level example can thus change by about its own size, and 9.3 N/m should be read as a property of the model. The computed values for the two-level example are in the numerical output that follows.

## Calculated quantities

```
level width Gamma: 20.0 meV
hopping tau: -10.0 meV
level energy eps0: 5.0 meV
coupling lambda: 160.2177 pN
temperature: 30.0 K
thermal energy kT: 2.5852 meV
mu left: 10.0 meV
mu right: -10.0 meV
length Gamma/lambda: 20.00 pm
mean force F1, bias: -11.4107 pN
mean force F1, equilibrium: 0.0000 pN
mean force F2, bias: -54.2745 pN
mean force F2, equilibrium: -69.4943 pN
curl, bias: 9.3070 N/m
curl, finite differences of force: 9.3069 N/m
curl per eV, small-bias numeric: 3.18523e+21 1/m^2
curl per eV, 4 lambda^2/(pi Gamma^2): 3.18310e+21 1/m^2
friction 11, bias: 117.1179 1e-15 kg/s
friction 11, equilibrium: 154.4350 1e-15 kg/s
noise D11, bias: 4.2470e-34 N^2 s
noise D11, equilibrium: 1.2793e-34 N^2 s
friction 22, bias: 231.4159 1e-15 kg/s
friction 22, equilibrium: 250.5074 1e-15 kg/s
noise D22, bias: 6.6678e-34 N^2 s
noise D22, equilibrium: 2.0752e-34 N^2 s
friction 12, bias: -5.3249 1e-15 kg/s
friction 12, equilibrium: -0.0000 1e-15 kg/s
noise D12, bias: -2.5981e-35 N^2 s
noise D12, equilibrium: -8.2939e-52 N^2 s
Berry coefficient 12, bias: -109.4759 1e-15 kg/s
Berry coefficient 12, explicit leads: -108.9355 1e-15 kg/s
circle radius: 2.0 pm
angular frequency: 1.0e+12 1/s
hbar omega / Gamma: 0.0329 (no unit)
hbar lambda v / Gamma^2: 0.0033 (no unit)
work per turn, line integral: 0.7213 meV
work per turn, area times curl: 0.7300 meV
friction loss per turn: 0.0273 meV
explicit leads, force deviation: 0.59 %
explicit leads, friction deviation: 0.77 %
explicit leads, Berry deviation: 0.49 %
explicit leads, noise deviation: 0.09 %
first-order amplitude deviation: 8.2e-05 (relative)
```
